\section*{Integer Chern numbers from two smooth gauges and from vortex counts}

\section{A count that does not depend on what is counted}

Take a square lattice with one third of a flux quantum per plaquette. Its Bloch vector has three components. In the middle band, component 0 vanishes at two points of the zone, component 1 at two other points, and component 2 at two more. The overlap with one fixed vector $w$, given below, vanishes at yet another two. Around each of these eight points the phase of the vanishing quantity winds by $+2\pi$. The integral of the Berry curvature over the zone, divided by $2\pi$ and computed by quadrature with no reference to any zero, is $-2.00000000$. Two facts need explaining: that the integral is an integer, and that it is minus the sum of the vortex windings whichever component is inspected. The bare number of zeros is not fixed: other choices of $w$ can add pairs of zeros with opposite winding.

\section{Assumptions and conventions}

Let $k_1,k_2$ be reduced coordinates, each with period $2\pi$, and let $H(k_1,k_2)$ be a finite, smooth, periodic Hermitian matrix. One band, with level $E_n$ and normalized eigenvector $u$, is isolated: $E_n$ is nowhere degenerate with another level. Its projector $P=|u\rangle\langle u|$ is then smooth and periodic. Smoothness follows from
\begin{equation}
P=\frac{1}{2\pi i}\oint (z-H)^{-1}\,dz ,
\end{equation}
where the contour encloses $E_n$ alone and can be held fixed while $k$ varies over a small neighbourhood. The vector $u$ itself has a free phase at every $k$, called its gauge.

With $\partial_j=\partial/\partial k_j$, define
\begin{equation}
A_j=i\langle u|\partial_j u\rangle,\qquad
\Omega=\partial_1A_2-\partial_2A_1,\qquad
C=\frac1{2\pi}\int_0^{2\pi}\!\!\int_0^{2\pi}\Omega\,dk_1dk_2 .
\end{equation}
$A_j$ is real, because $\langle u|u\rangle=1$ makes $\langle u|\partial_ju\rangle$ imaginary. If $u'=e^{i\chi}u$ with smooth $\chi$, the product rule gives
\begin{equation}
A_j'=i\langle u|\big(i\,\partial_j\chi\,|u\rangle+|\partial_ju\rangle\big)=A_j-\partial_j\chi ,
\label{eq:gauge}
\end{equation}
and $\Omega$ is unchanged, since mixed derivatives of $\chi$ commute.

For computation $\Omega$ is best written without derivatives of $u$. The terms with second derivatives cancel, so
\begin{equation}
\Omega=i\big(\langle\partial_1u|\partial_2u\rangle-\langle\partial_2u|\partial_1u\rangle\big)=-2\,\mathrm{Im}\langle\partial_1u|\partial_2u\rangle .
\end{equation}
Insert a complete set of eigenvectors $|m\rangle$ at the same $k$. The term $m=n$ is a product of two imaginary numbers, hence real, and drops out. For $m\neq n$, differentiate $H|n\rangle=E_n|n\rangle$ and project on $\langle m|$:
\begin{equation}
\langle m|\partial_jH|n\rangle=(E_n-E_m)\langle m|\partial_jn\rangle .
\label{eq:pert}
\end{equation}
Therefore
\begin{equation}
\Omega=-2\,\mathrm{Im}\sum_{m\ne n}\frac{\langle n|\partial_1H|m\rangle\langle m|\partial_2H|n\rangle}{(E_n-E_m)^2}.
\label{eq:kubo}
\end{equation}
Each eigenvector appears once as a bra and once as a ket, so the arbitrary phases returned by a diagonalization routine cancel.

\section{Building two smooth gauges}

Cut the zone into two cylinders, both closed in the $k_2$ direction:
\begin{equation}
\text{I}:\ s\le k_1\le s+\pi,\qquad \text{II}:\ s+\pi\le k_1\le s+2\pi .
\end{equation}
They meet on a middle ring $k_1=s+\pi$ and on an outer ring, where $k_1=s+2\pi$ is the same set of points as $k_1=s$. On each cylinder a smooth gauge, periodic in $k_2$, can be constructed as follows.

\subsection{Parallel transport}

Along either coordinate, solve the linear equation
\begin{equation}
\partial_ju=(\partial_jP)\,u .
\label{eq:transport}
\end{equation}
Two identities are needed. Differentiating $P^2=P$ gives $\partial_jP=(\partial_jP)P+P\,\partial_jP$. Multiplying this by $P$ on both sides gives $P(\partial_jP)P=2P(\partial_jP)P$, so $P(\partial_jP)P=0$.

The solution stays in the band. The part outside it, $q=(1-P)u$, obeys
\begin{equation}
\partial_jq=-(\partial_jP)u+(1-P)(\partial_jP)u=-P(\partial_jP)u=-(\partial_jP)(1-P)u=-(\partial_jP)q ,
\end{equation}
where the third equality uses the first identity. This is a linear equation with $q=0$ at the start, so $q$ remains zero. With $u=Pu$, the second identity gives $\langle u|\partial_ju\rangle=\langle u|P(\partial_jP)P|u\rangle=0$. The norm is therefore constant, and $A_j=0$ along the direction of transport.

\subsection{Closing the ring and filling the cylinder}

Transport $u$ along $k_2$ on the first ring of the cylinder. After one turn it lies in the same one-dimensional space, so $u(2\pi)=e^{i\theta}u(0)$. The coefficients of Eq.~\eqref{eq:transport} are periodic, so $u(k_2+2\pi)$ and $e^{i\theta}u(k_2)$ solve the same equation with the same initial value and agree for all $k_2$. Hence
\begin{equation}
\tilde u(k_2)=e^{-i\theta k_2/2\pi}\,u(k_2)
\end{equation}
is smooth and periodic on the ring.

Now carry $\tilde u(k_2)$ along $k_1$ with Eq.~\eqref{eq:transport}, separately for every $k_2$. Solutions of a smooth linear equation depend smoothly on parameters and initial values, and both are periodic in $k_2$. The result is a smooth gauge on the whole cylinder, periodic in $k_2$. Nothing has been assumed about zeros of components.

On a grid, one transport step multiplies the new eigenvector $e$ by the phase of $\langle e|u_{\rm previous}\rangle$, which makes the overlap of neighbours real and positive. A practical sign of smoothness is that the largest difference between neighbouring vectors halves when the mesh width is halved.

\section{Why the Chern number is an integer}

Write $a(k_1)=\oint A_2\,dk_2$ for the circulation on a ring. In the flux through a cylinder, $\partial_2A_1$ integrates to zero over a period of $k_2$, because $A_1$ is periodic. What remains is
\begin{equation}
\int_{\rm cyl}\Omega\,d^2k=\int dk_1\,\partial_1a(k_1)=a({\rm right})-a({\rm left}).
\label{eq:stokes}
\end{equation}

On each seam the two gauges describe the same band, so they differ by a phase:
\begin{align}
u^{\rm II}(s+\pi,k_2)&=e^{i\chi_m(k_2)}u^{\rm I}(s+\pi,k_2),\\
u^{\rm II}(s+2\pi,k_2)&=e^{i\chi_o(k_2)}u^{\rm I}(s,k_2).
\end{align}
Both vectors return to themselves after one turn in $k_2$, and so must $e^{i\chi_m}$ and $e^{i\chi_o}$. The phases therefore grow by $2\pi n_m$ and $2\pi n_o$, with integers $n_m$ and $n_o$. Since $A_2$ contains only the derivative along the ring, Eq.~\eqref{eq:gauge} can be integrated there:
\begin{align}
a^{\rm II}(s+\pi)&=a^{\rm I}(s+\pi)-2\pi n_m,\\
a^{\rm II}(s+2\pi)&=a^{\rm I}(s)-2\pi n_o .
\end{align}
Adding the fluxes of the two cylinders and grouping the terms by seam,
\begin{align}
2\pi C&=\big[a^{\rm I}(s+\pi)-a^{\rm I}(s)\big]+\big[a^{\rm II}(s+2\pi)-a^{\rm II}(s+\pi)\big]\nonumber\\
&=\big[a^{\rm I}(s+\pi)-a^{\rm II}(s+\pi)\big]+\big[a^{\rm II}(s+2\pi)-a^{\rm I}(s)\big]
=2\pi n_m-2\pi n_o ,
\end{align}
so that
\begin{equation}
C=n_m-n_o .
\label{eq:integer}
\end{equation}

The individual integers depend on the gauges. Multiplying $u^{\rm II}$ by $e^{ik_2}$ raises both by one and leaves $C$ alone. The argument fails if the band touches another, because $P$ is then in general not smooth at the contact. While the gap stays open, $C$ varies continuously with the parameters of $H$ and is an integer, so it cannot change.

\section{Why it counts vortices}

Fix a vector $w$, independent of $k$, and let $f=\langle w|u\rangle$. The choice $w=e_a$, a basis vector, gives component $a$ of the Bloch vector. Assume that the zeros of $f$ are isolated; the zone being compact, there are finitely many. This condition restricts the phrase ``any component'': a component belonging to an orbital decoupled from the band vanishes identically and counts nothing.

Let $\nu_j$ be the number of turns made by $\arg f$ on a small counterclockwise circle around zero $j$, in a gauge smooth there. Another smooth gauge multiplies $f$ by $e^{i\chi}$ with $\chi$ smooth inside the circle. Such a phase has no net winding, so $\nu_j$ is gauge independent.

Choose $s$ so that no zero lies on a seam, which excludes finitely many values. On one cylinder, remove a small disc around each zero. In what is left, $g=\nabla\arg f$ is smooth, periodic in $k_2$ and free of curl. Stokes' theorem equates the circulation of $g$ on the outer boundary to the sum of those around the discs. Writing ${\rm wind}$ for the number of turns of a phase as $k_2$ increases by $2\pi$,
\begin{equation}
\sum_{j\in{\rm cyl}}\nu_j={\rm wind}\,f({\rm right})-{\rm wind}\,f({\rm left}).
\label{eq:argument}
\end{equation}
On the seams $f^{\rm II}=e^{i\chi}f^{\rm I}$, because $w$ is the same vector on both sides. Summing over both cylinders,
\begin{align}
\sum_j\nu_j&=\big[{\rm wind}f^{\rm I}-{\rm wind}f^{\rm II}\big]_{s+\pi}
+\big[{\rm wind}f^{\rm II}(s+2\pi)-{\rm wind}f^{\rm I}(s)\big]\nonumber\\
&=-n_m+n_o ,
\end{align}
and with Eq.~\eqref{eq:integer}
\begin{equation}
C=-\sum_j\nu_j .
\label{eq:vortex}
\end{equation}
The minus sign belongs to $A_j=+i\langle u|\partial_ju\rangle$ together with $f=\langle w|u\rangle$. The conjugate overlap $\langle u|w\rangle$ winds the other way, and its vortices sum to $+C$.

If $C\neq0$, every overlap $\langle w|u\rangle$ has a zero somewhere. The recipe ``make component $a$ real and positive'' must then break down at some $k$. Conversely, if one component has no zero, that recipe gives a smooth periodic gauge on the whole zone, and $C=0$.

Some codes use $u'=D(k)u$, where $D$ is diagonal with entries $e^{-ik\cdot\tau_a}$ set by the orbital positions $\tau_a$. Component $a$ is then multiplied by a smooth phase, so its zeros and their windings are unchanged. Also $A_j'=A_j+\sum_a\tau_{a,j}|u_a|^2$. The added term is periodic, its curl integrates to zero, and $C$ is the same. For a general $w$ the proof does not carry over, because $u'$ is not periodic and $f$ changes across the seam by more than a phase.

\section{The flux-1/3 lattice}

\subsection{Model and zeros}

The magnetic cell has three sites $m=0,1,2$ along $x$, with amplitudes continued by $\psi_{m+3}=e^{ik_1}\psi_m$. With hopping $t$ and site energies $v_m$,
\begin{equation}
H=\begin{pmatrix}d_0&-t&-te^{-ik_1}\\-t&d_1&-t\\-te^{ik_1}&-t&d_2\end{pmatrix},\qquad
d_m=v_m-2t\cos\!\Big(k_2+\frac{2\pi m}{3}\Big).
\end{equation}
The parameters are round model values: $t=1$ eV, lattice spacing $a=5$ \AA, and at first $v_m=0$. They describe no crystal in a laboratory field: one third of a flux quantum through $a^2$ means $B=h/(3ea^2)\approx5.5\times10^3$ T, and at 30 T the same flux would need a period of about 7 nm. The spacing only sets the unit of the curvature. The bands then cover $-2.73$ to $-2.00$, $-0.73$ to $0.73$ and $2.00$ to $2.73$ eV, so each is isolated.

The zeros of component 0 can be found by hand. Set $u_0=0$. The first row of $Hu=Eu$ gives $u_1=-e^{-ik_1}u_2$. Dividing the second row by $u_1$ and the third by $u_2$,
\begin{equation}
E=d_1+te^{ik_1},\qquad E=d_2+te^{-ik_1}.
\end{equation}
$E$ is real, so $\sin k_1=0$; the two equations then require $d_1=d_2$, and $E=d_1+t\cos k_1$. The difference of the diagonal elements is
\begin{equation}
d_1-d_2=v_1-v_2+2\sqrt3\,t\sin k_2 .
\label{eq:dd}
\end{equation}
For $v_m=0$ this leaves $k_2=0$, where $d_1=t$, and $k_2=\pi$, where $d_1=-t$. The four zeros are $(0,0)$ with $E=2$ eV in the upper band, $(\pi,0)$ and $(0,\pi)$ with $E=0$ in the middle band, and $(\pi,\pi)$ with $E=-2$ eV in the lower band. The computed windings are $-1$ in the outer bands and $+1$ at both zeros of the middle band, so Eq.~\eqref{eq:vortex} gives $C=1,-2,1$ from bottom to top. The curvature integrals agree.

The zeros of the other components are displaced copies. For $v_m=0$, $d_m(k_2)=d_0(k_2+2\pi m/3)$, and the factor $e^{ik_1}$ can be moved to another link by a diagonal phase change, which leaves all $|u_m|$ unaltered. Component 1 of the middle band thus vanishes at $k_2$ values lower by $2\pi/3$: the search finds $(0,1.047)$ and $(\pi,4.189)$. The general vector $w\approx(0.758,\,0.379i,\,-0.531)$ has its zeros at $(0.284,4.059)$ and $(2.857,0.917)$, both with winding $+1$.

\subsection{One vortex worked out}

At $(\pi,0)$ the middle band has $E=0$ and $u=(0,1,1)/\sqrt2$. The orthogonal space is spanned by $e_0$ and $b=(0,1,-1)/\sqrt2$. In this basis $H$ becomes
\begin{equation}
H_Q=t\begin{pmatrix}-2&-\sqrt2\\-\sqrt2&2\end{pmatrix},\qquad H_Q^2=6t^2 ,\qquad H_Q^{-1}=\frac{H_Q}{6t^2}.
\end{equation}
The derivatives of $H$ act as $\partial_1H\,u=-(it/\sqrt2)\,e_0$ and $\partial_2H\,u=\sqrt3\,t\,b$. For a displacement $(\delta_1,\delta_2)$, Eq.~\eqref{eq:pert} with $E_n=0$ gives $\delta u=-H_Q^{-1}(\delta_1\partial_1H+\delta_2\partial_2H)u$. Its component 0 is, to first order,
\begin{equation}
f=-\frac16\left[(-2)\Big(-\frac{i\delta_1}{\sqrt2}\Big)+(-\sqrt2)\sqrt3\,\delta_2\right]
=\frac{\sqrt6\,\delta_2-i\sqrt2\,\delta_1}{6}.
\end{equation}
Going counterclockwise from the $\delta_1$ axis to the $\delta_2$ axis, $f$ turns from $-i$ to $+1$, a quarter turn counterclockwise. The winding is $+1$, as the program finds.

The curvature at the same point follows from Eq.~\eqref{eq:kubo}. The sum contains $\langle e_0|H_Q^{-2}|b\rangle$, which is zero because $H_Q^2$ is a multiple of the identity. So $\Omega=0$ at this vortex: a vortex is not a concentration of curvature. In physical coordinates $k_1=3ak_x$ and $k_2=ak_y$, so $\Omega_{xy}=3a^2\,\Omega$, and the zone area is $(2\pi)^2/(3a^2)=0.526$ \AA$^{-2}$. The mean curvature of the middle band is
\begin{equation}
\frac{2\pi C}{0.526\ \text{\AA}^{-2}}=-23.9\ \text{\AA}^2 ,
\end{equation}
while the values on the sampling mesh run from $-127$ to $+1.3$ \AA$^2$.

\subsection{The two gauges in numbers}

With $s=1$ rad, the zero at $(\pi,0)$ lies in cylinder I and the one at $(0,\pi)$ in cylinder II. In the middle band both cylinders have circulation $0.893$ on the left edge and $-5.390$ on the right, and
\begin{equation}
-5.390-0.893=-6.283=-2\pi
\end{equation}
is the flux found by quadrature for each. The transition windings are $n_m=-1$ and $n_o=1$, so $C=-1-1=-2$. Component 0 winds $0$ times on the left edge and once on the right edge of each cylinder, which by Eq.~\eqref{eq:argument} means one vortex in each.

Equation~\eqref{eq:stokes} does not require the flux of half a zone to be a multiple of $2\pi$. Here it follows from a symmetry. With $S={\rm diag}(1,-1,1)$ and $v_m=0$,
\begin{equation}
H(k_1+\pi,k_2+\pi)=-S\,H(k_1,k_2)\,S .
\end{equation}
The shift reverses the sign of each $d_m$ and of the link carrying $e^{ik_1}$, and $S$ reverses the other two links. The sign change of $H$ exchanges the outer bands and maps the middle band to itself. Since $S$ is constant, the middle-band curvature repeats under the shift, and each cylinder carries half of $2\pi C=-4\pi$.

\subsection{Moving and removing the vortices}

Take $v=(0,0.4,-0.4)$ eV. Equation~\eqref{eq:dd} requires $\sin k_2=-0.8/(2\sqrt3)$, so $k_2=-0.233$ or $3.375$. The middle-band zeros move to $(\pi,-0.233)$ and $(0,3.375)$, with energies $-0.027$ and $0.027$ eV. Their windings remain $+1$ and $C$ remains $-2$.

For $|v_1-v_2|>2\sqrt3\,t$, Eq.~\eqref{eq:dd} has no zero, so no eigenvector of $H$ has a vanishing component 0. Two degenerate eigenvectors could be combined into one with $u_0=0$, so the bands are isolated, and every band has $C=0$. This is the case for $v=(0,5,-5)$ eV, where the curvature integrals vanish and no component has a zero in any band. Since $C$ cannot change while a band stays isolated, every continuous path from the small to the large site energies closes a gap.

Zero Chern number does not forbid vortices. In the lower band at these large site energies, the overlap with $w\propto(1,0,0.2)$ vanishes at $(\pi,0.882)$ with winding $-1$ and at $(\pi,4.448)$ with winding $+1$. A program must therefore add signed windings, not count zeros.

\section{Notes for implementation}

The circulation on a ring of grid points is $-\sum_j\arg\langle u_j|u_{j+1}\rangle$, since $\langle u_j|u_{j+1}\rangle\approx1-iA_2\,\delta k_2$. In a smooth gauge each term is small and the sum gives the full real circulation up to a mesh error. On the ring $k_1=1$ of the middle band this error falls as $\delta k_2^2$ and is about $10^{-4}$ for 100 points. With raw eigenvectors it is known only modulo $2\pi$, and the integers in Eq.~\eqref{eq:integer} are lost.

To locate vortices no global gauge is needed. Near a candidate point $k_c$ take $r=u(k_c)$ and study
\begin{equation}
F(k)=\langle w|P(k)|r\rangle=\langle w|u(k)\rangle\langle u(k)|r\rangle .
\end{equation}
It is smooth because $P$ is, and the phase of $u(k)$ cancels. As long as $\langle u(k)|r\rangle\neq0$, its zeros are those of $f$. The vector $P(k)r$, once normalized, is a smooth local gauge, so the winding of $F$ on a small circle is $\nu_j$. Grid cells provide the candidates, but a cell holding two opposite vortices shows no winding. The signed sum survives this; a list of zeros may be incomplete.

The numerical check compares the curvature integral, the transition windings and the vortex sums for all three bands, and tests Eqs.~\eqref{eq:stokes} and \eqref{eq:argument} on each cylinder separately.

\section*{Computed results}
\begin{verbatim}
hopping t = 1.0 eV, spacing a = 5.0 angstrom, flux per plaquette = 1/3
seams at k1 = 1.0000 and 4.1416 rad
general w = [ 0.7581+0.j     0.    +0.379j -0.5307+0.j   ]
lower band: -2.7321 to -2.0000 eV
middle band: -0.7321 to 0.7321 eV
upper band: 2.0000 to 2.7321 eV
lower band: curvature integral/2pi = 1.00000000, n_middle = 1, n_outer = 0
  component 0 zeros (k1, k2 in rad) and winding: (3.1416, 3.1416) -1
middle band: curvature integral/2pi = -2.00000000, n_middle = -1, n_outer = 1
  cylinder I: flux = -6.2832, circulation left = 0.8934, right = -5.3898 rad
    winding of component 0: left = 0, right = 1; vortices inside = 1
  cylinder II: flux = -6.2832, circulation left = 0.8934, right = -5.3898 rad
    winding of component 0: left = 0, right = 1; vortices inside = 1
  component 0 zeros (k1, k2 in rad) and winding: (0.0000, 3.1416) +1; (3.1416, 0.0000) +1
  component 1 zeros (k1, k2 in rad) and winding: (0.0000, 1.0472) +1; (3.1416, 4.1888) +1
  component 2 zeros (k1, k2 in rad) and winding: (0.0000, 5.2360) +1; (3.1416, 2.0944) +1
  general w zeros (k1, k2 in rad) and winding: (0.2843, 4.0590) +1; (2.8573, 0.9174) +1
upper band: curvature integral/2pi = 1.00000000, n_middle = 0, n_outer = -1
  component 0 zeros (k1, k2 in rad) and winding: (0.0000, 0.0000) -1
no site energies [0.0, 0.0, 0.0] eV, component 0:
  lower: (3.1416, 3.1416) rad, winding -1, E = -2.0000 eV
  middle: (0.0000, 3.1416) rad, winding +1, E = 0.0000 eV
  middle: (3.1416, 0.0000) rad, winding +1, E = 0.0000 eV
  upper: (0.0000, 0.0000) rad, winding -1, E = 2.0000 eV
small site energies [0.0, 0.4, -0.4] eV, component 0:
  lower: (3.1416, 3.3746) rad, winding -1, E = -1.9730 eV
  middle: (0.0000, 3.3746) rad, winding +1, E = 0.0270 eV
  middle: (3.1416, -0.2330) rad, winding +1, E = -0.0270 eV
  upper: (0.0000, -0.2330) rad, winding -1, E = 1.9730 eV
large site energies [0.0, 5.0, -5.0] eV: C = 0 in all bands, no component has zeros
  lower band, w proportional to (1, 0, 0.2): (3.1416, 0.8816) -1; (3.1416, 4.4482) +1
magnetic zone area = 0.52638 angstrom^-2
middle band curvature: min = -127.452, max = 1.341, mean = -23.873 angstrom^2
middle band curvature at (pi, 0) = 0.000 angstrom^2
\end{verbatim}
